# Correlation length of a classical double-well chain

## Problem

Sites \(i\), a distance \(a\) apart, carry ions displaced by \(u_i=u_0x_i\) along a chain. The polarization of a cell is proportional to \(x_i\). The ions are classical, with energy

\[
E=\sum_i\Big[V(x_i)+\tfrac J2(x_{i+1}-x_i)^2\Big],\qquad V(x)=B(x^2-1)^2,
\]

where \(B,J>0\). Let \(\beta=1/(k_BT)\), close the chain into a ring of \(N\) sites, and let \(N\to\infty\) at fixed \(T\).

1. Write \(\langle x_0x_n\rangle\) in terms of the eigenvalues and eigenfunctions of a transfer operator.
2. Show that the correlation length \(\xi\) is finite at every \(T>0\).
3. Find how \(\xi\) behaves at low and at high temperature.
4. Evaluate \(\xi\) for \(B=50\) meV, \(J=25\) meV, \(a=0.4\) nm.

## Hints

- Share each \(V(x_i)\) equally between the two bonds that meet at site \(i\). The kernel is then symmetric.
- Compare \(\langle f|K|f\rangle\) with the same expression for \(|f|\).
- Treat odd functions separately, on the half-line \(x>0\).
- At low temperature, count the walls between stretches with \(x\approx1\) and \(x\approx-1\).

## Solution

### 1. Transfer operator and correlations

Define \((Kf)(x)=\int K(x,y)f(y)\,dy\) with

\[
K(x,y)=e^{-\beta V(x)/2}\,e^{-\beta J(x-y)^2/2}\,e^{-\beta V(y)/2}.
\]

The product of \(K(x_i,x_{i+1})\) around the ring is \(e^{-\beta E}\), because each site receives two halves of \(V\). Integrating over all \(x_i\) gives \(Z=\mathrm{Tr}\,K^N\).

The Gaussian factor is at most 1, so

\[
\iint K^2\,dx\,dy\le\Big(\int e^{-\beta V}dx\Big)^2<\infty .
\]

A symmetric kernel with this property is a compact operator. It has an orthonormal set of real eigenfunctions \(\psi_k\), and its eigenvalues \(\lambda_k\) can accumulate only at zero. They are positive, since

\[
e^{-\beta J(x-y)^2/2}=\int\frac{dq}{\sqrt{2\pi\beta J}}\,e^{-q^2/(2\beta J)}e^{iq(x-y)}
\]

turns \(\langle f|K|f\rangle\) into a positively weighted integral of \(|\int f e^{-\beta V/2}e^{iqx}dx|^2\), which is positive for \(f\ne0\).

Inserting \(x\) at two sites and expanding in eigenfunctions gives

\[
\langle x_0x_n\rangle=\frac{\mathrm{Tr}(xK^nxK^{N-n})}{\mathrm{Tr}K^N}
=\frac{\sum_{j,k}\langle j|x|k\rangle^2\lambda_k^n\lambda_j^{N-n}}{\sum_j\lambda_j^N}.
\]

Let \(\lambda_0\) be the largest eigenvalue; part 2 shows that it is simple. Divide numerator and denominator by \(\lambda_0^N\). The denominator tends to 1. In the numerator, the terms with \(j\neq0\) are at most

\[
\sum_{j\ne0}(\lambda_j/\lambda_0)^{N-n}\langle j|x^2|j\rangle .
\]

To bound the last factor, use \(\psi_j=\lambda_j^{-1}K\psi_j\) and the Cauchy–Schwarz inequality:

\[
|\psi_j(x)|\le\lambda_j^{-1}e^{-\beta V(x)/2}\Big(\int e^{-\beta V}dy\Big)^{1/2}.
\]

Thus \(\langle j|x^2|j\rangle\le C/\lambda_j^2\) with \(C\) independent of \(j\). Since \(\sum_j\lambda_j^2\) is finite, the sum over \(j\ne0\) vanishes as \(N\to\infty\), leaving

\[
\langle x_0x_n\rangle=\sum_k\langle0|x|k\rangle^2\Big(\frac{\lambda_k}{\lambda_0}\Big)^n. \tag{1}
\]

### 2. Why the length is finite

**The top eigenfunction.** By compactness, \(\langle f|K|f\rangle\) reaches its maximum \(\lambda_0\) over normalized \(f\). For any real \(f\),

\[
\langle|f|\,|K|\,|f|\rangle-\langle f|K|f\rangle=\iint K(x,y)\big[|f(x)f(y)|-f(x)f(y)\big]dx\,dy\ge0 .
\]

Since \(K>0\), this is strictly positive if \(f\) takes both signs. A maximizing function \(\psi_0\) therefore has one sign, and we choose \(\psi_0\ge0\). It is an eigenfunction, so \(\psi_0=\lambda_0^{-1}K\psi_0\) with \(K(x,y)>0\) makes it positive everywhere. Two such functions cannot be orthogonal, so \(\lambda_0\) is simple. Because \(V\) is even, \(\psi_0(-x)\) is also a top eigenfunction, so \(\psi_0\) is even.

**The odd functions.** In (1) the factor \(x\psi_0\) is odd, so only odd \(\psi_k\) contribute. For odd \(f\) and \(x>0\), folding the integral onto \(y>0\) gives the kernel

\[
K(x,y)-K(x,-y)=2e^{-\beta[V(x)+V(y)]/2}\,e^{-\beta J(x^2+y^2)/2}\sinh(\beta Jxy),
\]

which is positive. The argument just used applies again on the half-line: the largest odd eigenvalue \(\lambda_1\) is simple among odd functions, and \(\psi_1>0\) for \(x>0\). Consequently

\[
\langle0|x|1\rangle=2\int_0^\infty x\,\psi_0\psi_1\,dx>0 .
\]

**The gap.** On the full line \(\psi_1\) changes sign, so

\[
\lambda_1=\langle\psi_1|K|\psi_1\rangle<\langle|\psi_1|\,|K|\,|\psi_1|\rangle\le\lambda_0 .
\]

The other odd eigenvalues lie below \(\lambda_1\) by a finite amount, so their terms in (1) decay faster. At large \(n\),

\[
\langle x_0x_n\rangle\simeq\langle0|x|1\rangle^2e^{-na/\xi},\qquad
\boxed{\;\xi=\frac{a}{\ln(\lambda_0/\lambda_1)},\quad 0<\xi<\infty\;} \tag{2}
\]

at every \(T>0\). Correlations decay to zero, so the chain has no long-range polar order. Physically, reversing a half-infinite stretch of the chain costs only the finite energy of one wall, and thermal motion supplies walls at a nonzero density.

The proof uses an even, confining \(V\), nearest-neighbour coupling and \(T>0\). It does not cover long-range forces or quantum motion.

### 3. Two limits

**Low temperature.** Almost every site now sits near \(+1\) or \(-1\). Let \(E_k\) be the energy of the relaxed wall (kink) centred on a bond. Expand the energy to second order about the wall and about the uniform chain, with Hessians \(H_k\) and \(H_u\). Each Gaussian integral over \(M\) sites gives \((2\pi k_BT)^{M/2}/\sqrt{\det H}\). The powers of \(T\) cancel in the ratio, so one wall has relative weight

\[
\rho=\sqrt{\frac{\det H_u}{\det H_k}}\;e^{-\beta E_k}.
\]

When walls are rare, their interaction can be neglected, and each bond holds a wall with probability \(p=\rho/(1+\rho)\). A wall reverses the sign of \(x\), so each bond multiplies the correlation by

\[
(1-p)-p=\frac{1-\rho}{1+\rho}\simeq e^{-2\rho},\qquad\text{hence}\qquad \xi\simeq\frac{a}{2\rho}\propto e^{E_k/k_BT}. \tag{3}
\]

The length diverges only as \(T\to0\). Equation (3) assumes that the wall is pinned to its bond, with \(k_BT\) small enough for the Gaussian expansion.

**High temperature.** For \(k_BT\gg B\), set \(x=(k_BT/B)^{1/4}s\) and \(y=(k_BT/B)^{1/4}t\). Apart from a constant, \(\beta V=s^4-2s^2\sqrt{B/k_BT}\), which tends to \(s^4\). The coupling exponent becomes \(-\epsilon(s-t)^2/2\), with \(\epsilon=J/\sqrt{Bk_BT}\). For \(\epsilon\ll1\), the leading even part of the kernel is \(e^{-(s^4+t^4)/2}\), and the leading odd part is \(\epsilon\,st\,e^{-(s^4+t^4)/2}\). Each is a product of a function of \(s\) and the same function of \(t\), so its single nonzero eigenvalue is the integral of that function squared:

\[
\frac{\lambda_1}{\lambda_0}\simeq\epsilon\,\frac{\int s^2e^{-s^4}ds}{\int e^{-s^4}ds}
=\frac{\Gamma(3/4)}{\Gamma(1/4)}\frac{J}{\sqrt{Bk_BT}}\simeq\frac{0.338\,J}{\sqrt{Bk_BT}} .
\]

By (2), \(\xi\) falls to zero, but only logarithmically in \(T\).

### 4. Numbers

The even and odd kernels were put on a midpoint grid of 200 points in \(0<x<3\), and the two matrices were diagonalized. At 200 K, where \(k_BT=17.2\) meV, this gives \(\lambda_0=0.5976\) and \(\lambda_1=0.4628\). Hence

\[
\frac{\xi}{a}=\frac1{\ln(0.5976/0.4628)}=3.91,\qquad \xi=1.56\ \text{nm}.
\]

The leading amplitude \(\langle0|x|1\rangle^2=0.825\) is 99% of \(\langle x^2\rangle=0.834\), so one exponential describes nearly the whole correlation function.

For the wall, the energy of 40 sites between ends fixed at \(\mp1\) was minimized by Newton's method. The two innermost sites relax to \(x=\mp y\) with \(y=0.876\). Leaving the other sites at \(\mp1\), the energy is

\[
2B(1-y^2)^2+2Jy^2+J(1-y)^2\approx5.41+38.37+0.38=44.16\ \text{meV},
\]

just above the result of the full minimization, \(E_k=44.14\) meV, as it must be when the other sites are not relaxed. The determinant factor in \(\rho\) is 1.485.

| \(T\) (K) | \(\xi\) from (2) (nm) | \(\xi\) from (3) (nm) |
|---|---|---|
| 600 | 0.350 | 0.316 |
| 300 | 0.720 | 0.743 |
| 200 | 1.56 | 1.74 |
| 100 | 20.4 | 22.6 |
| 60 | 651 | 687 |
| 30 | \(3.43\times10^6\) | \(3.51\times10^6\) |

At 30 K the classical length is 3.4 mm: very large, but finite. Relative to (3), the diagonalized length is 5.3% short at 60 K and 2.1% short at 30 K. The leading anharmonic correction is proportional to \(T\). These two figures stand in the ratio 2.5 rather than 2, so higher orders still contribute at 60 K. The closer agreement at 300 K than at 200 K does not mean that the wall picture works better there. The difference changes sign between 300 K and 600 K, and at 300 K \(\xi\) is less than two sites, so walls are not rare. Nor is 600 K in the high-temperature limit, since \(k_BT=52\) meV is close to \(B\).

## Variation 1: neighbouring chains

*Couple each chain to four neighbours by \(-J_\perp x_ix_i'\) per pair of adjacent sites. When does the array order at 200 K, in mean field between chains?*

A field term \(-f\sum_ix_i\) produces \(\langle x\rangle=\chi f\), where \(\chi=\beta\sum_{n=-\infty}^{\infty}\langle x_0x_n\rangle\). Put \(r_k=\lambda_k/\lambda_0\) in (1) and sum the geometric series, \(1+2\sum_{n\ge1}r_k^n=(1+r_k)/(1-r_k)\):

\[
\chi=\beta\sum_{k}\langle0|x|k\rangle^2\,\frac{1+r_k}{1-r_k},
\]

which is \(0.377\ \text{meV}^{-1}\) at 200 K. The neighbours supply \(f=4J_\perp\langle x\rangle\), so a spontaneous \(\langle x\rangle\) first appears when \(4J_\perp\chi=1\):

\[
J_\perp=\frac1{4\times0.377}=0.66\ \text{meV}.
\]

For negative \(J_\perp\), chains on a square array order with alternating sign at the same \(|J_\perp|\).

This matters for real crystals. Take \(u_0=0.03\) nm and an effective charge \(4e\), rough values for a heavy off-centre cation in a perovskite oxide; the depth \(B\) is likewise only illustrative. A fully displaced cell then has a polarization of 30 μC/cm². With a background permittivity of 6, also rough, two dipoles \(p\) side by side have energy

\[
w=\frac{p^2}{4\pi\varepsilon_0\cdot6\,a^3}=54\ \text{meV}.
\]

For a site facing a whole uniform neighbour chain, contributions of both signs largely cancel:

\[
w\sum_{n=-\infty}^{\infty}\frac{1-2n^2}{(1+n^2)^{5/2}}=0.146\,w=7.9\ \text{meV}.
\]

The positive sign disfavours parallel chains. The size is about twelve times the ordering threshold, so the 1.56 nm found above cannot be used for a bulk perovskite: the assumption that fails is isolation of the chain. Along the chain the same estimate gives \(-2w=-108\) meV for adjacent dipoles, larger in magnitude than \(J\), with a tail falling as \(n^{-3}\). The value of \(J\) is thus a model choice, and nearest-neighbour coupling is an idealization as well. Ferroelectric order in three-dimensional perovskites does not contradict (2).

## Variation 2: quantum motion

*Give each ion a mass \(M=200\) u. How does \(\xi\) change to order \(\hbar^2\)?*

In the path integral, each ion follows a closed path in imaginary time of duration \(\beta\hbar\). Its Fourier components about the mean position have frequencies \(\omega_n=2\pi n/(\beta\hbar)\) and, from the kinetic term, mean squares \(1/(\beta M\omega_n^2)\). The spread about the mean is

\[
\sigma^2=2\sum_{n\ge1}\frac{1}{\beta M\omega_n^2}=\frac{\beta\hbar^2}{2\pi^2M}\cdot\frac{\pi^2}{6}=\frac{\beta\hbar^2}{12M}.
\]

Averaging \(V\) over this spread adds half the variance times the curvature. The linear term vanishes, and the next corrections are of order \(\hbar^4\). In terms of \(x\),

\[
V\to V+\frac{\beta\hbar^2}{24Mu_0^2}V''(x),\qquad V''=B(12x^2-4).
\]

The coupling energy gains only a constant, which cancels in \(\lambda_1/\lambda_0\). Diagonalizing with the new potential gives the decay length of the path-averaged displacements. It is shorter by 1.0% at 200 K and by 4.3% at 100 K.

The wall explains the sign. Relative to a site at \(\pm1\), the added term is lower by an amount proportional to \(12B(1-y^2)\) at each of the two innermost sites, so these two sites together lower \(E_k\) by \(\beta(\hbar^2/Mu_0^2)B(1-y^2)\). With \(\hbar^2/(Mu_0^2)=0.232\) meV, this is 0.31 meV at 100 K, and (3) then predicts a shortening of 3.6%, most of the 4.3% found above.

To judge the expansion, compare \(k_BT\) with \(\hbar\omega=\sqrt{8B\hbar^2/(Mu_0^2)}=9.6\) meV, the quantum of vibration in one well. With \(v=\hbar\omega/(k_BT)\), quantum motion multiplies the classical partition function of a harmonic mode by \((v/2)/\sinh(v/2)\), whose logarithm is \(-v^2/24+v^4/2880-\dots\) The second term is \(v^2/120\) of the first in size, only about 1% at 100 K, although \(v\) is already 1.12 there. For \(\xi\) the share is nearer 2%, because \(\xi\) depends on the difference between uniform-chain modes \(v_u\) and wall modes \(v_k\), and \(v_u^4-v_k^4=(v_u^2-v_k^2)(v_u^2+v_k^2)\) contains a sum of two squares. The correction itself grows on cooling, and the table in part 4 leaves it out, so the lengths at 60 K and 30 K describe the classical model alone. This expansion cannot decide whether zero-point motion keeps the chain disordered as \(T\to0\).

Numbers in the example were calculated in double precision.
